# Brooks-Herring mobility in the Born approximation and its 3T energy evaluation: a numerical check

```python
"""Brooks-Herring mobility for ionised impurities, Hartree atomic units.

Result under test: in the Born approximation with Debye screening,
    mu = A * average of 1/G(c*x) over the weight x^3 exp(-x)/6,
    A  = 8 sqrt(2) kappa^2 T^1.5 / (pi^1.5 sqrt(m) N),
    G(b) = ln(1+b) - b/(1+b),  c = 8 m T / qs^2,  x = E/T,
and the closed form replaces G(c*x) by G(3c), i.e. takes E = 3T.
m: band mass, kappa: dielectric constant, T: thermal energy,
N: impurity density, n: electron density (n = N here),
qs: inverse screening length, tau: momentum relaxation time.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import digamma, expit, spherical_jn, spherical_yn

bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
time_au = const.hbar / hartree
mobility_au = const.e * time_au / const.m_e * 1e4      # cm^2/(V s)

mass, kappa, kelvin, density_cm3 = 0.1, 12.0, 300.0, 1e17
T = const.k * kelvin / hartree


def to_au(density):
    return density * 1e6 * bohr**3


def G(b):
    if b < 1e-3:                       # series avoids cancellation
        return b**2 / 2 - 2 * b**3 / 3 + 3 * b**4 / 4
    return np.log1p(b) - b / (1 + b)


def inverse_G_average(c):
    value = quad(lambda x: x**3 * np.exp(-x) / G(c * x), 0, 80,
                 limit=400, epsabs=0, epsrel=1e-9)[0]
    return value / 6


def effective_x(c):
    target = inverse_G_average(c)
    return brentq(lambda x: G(c * x) * target - 1, 1.0, 6.0)


def prefactor(N):
    return (8 * np.sqrt(2) * kappa**2 * T**1.5
            / (np.pi**1.5 * np.sqrt(mass) * N))


N = to_au(density_cm3)
qs = np.sqrt(4 * np.pi * N / (kappa * T))
c = 8 * mass * T / qs**2
b3 = 3 * c
k3 = np.sqrt(2 * mass * 3 * T)

# Screened potential: linearised Poisson equation and Fourier transform
r, s = sp.symbols("r s", positive=True)
phi = sp.exp(-s * r) / r
laplacian = sp.diff(r**2 * sp.diff(phi, r), r) / r**2
assert sp.simplify(laplacian - s**2 * phi) == 0
for q in (0.3, 1.0, 2.5):              # lengths in units of 1/qs
    transform = 4 * np.pi / q * quad(
        lambda y: np.sin(q * y) * np.exp(-y), 0, 50, limit=300)[0]
    assert abs(transform * (q**2 + 1) / (4 * np.pi) - 1) < 1e-7


# Screening strength from the Fermi-Dirac density and its derivative
def fermi_density(reduced_mu):
    integral = quad(lambda y: 2 * y**2 * expit(reduced_mu - y**2), 0, 9)[0]
    return (2 * mass * T)**1.5 / (2 * np.pi**2) * integral


reduced_mu = brentq(lambda z: fermi_density(z) / N - 1, -20, 5)
step = 1e-3
screening_ratio = (fermi_density(reduced_mu + step)
                   - fermi_density(reduced_mu - step)) / (2 * step * N)
assert abs(screening_ratio - 1) < 0.1   # residual degeneracy
dilute = (fermi_density(-12 + step) - fermi_density(-12 - step)) \
    / (2 * step * fermi_density(-12))
assert abs(dilute - 1) < 1e-4


# Golden-rule rate by angular quadrature
def potential_squared(q_squared):
    return (4 * np.pi / (kappa * (q_squared + qs**2)))**2


nodes, weights = np.polynomial.legendre.leggauss(400)


def numerical_rate(k):
    loss = 1 - nodes
    angular = 2 * np.pi * np.sum(
        weights * loss * potential_squared(2 * k**2 * loss))
    return 2 * np.pi * N * mass * k / (2 * np.pi)**3 * angular


def formula_rate(k):
    return (2 * np.pi * N * mass * G(4 * k**2 / qs**2)
            / (kappa**2 * k**3))


for k in (0.3 * k3, k3, 2 * k3):
    assert abs(numerical_rate(k) / formula_rate(k) - 1) < 1e-8

# Collision integral maps a tilted vector k to -k/tau
cos_t, w_t = np.polynomial.legendre.leggauss(200)
azimuth = 2 * np.pi * np.arange(400) / 400
sin_t = np.sqrt(1 - cos_t**2)
final = k3 * np.array([np.outer(sin_t, np.cos(azimuth)),
                       np.outer(sin_t, np.sin(azimuth)),
                       np.outer(cos_t, np.ones(400))])
initial = k3 * np.array([0.48, 0.64, 0.60])
change = final - initial[:, None, None]
kernel = potential_squared(np.sum(change**2, axis=0)) * w_t[:, None]
collision = (2 * np.pi * N * mass * k3 / (2 * np.pi)**3
             * 2 * np.pi / 400 * np.sum(change * kernel, axis=(1, 2)))
assert np.allclose(collision, -initial * formula_rate(k3), rtol=1e-6)

# Mobility directly from k-space integrals with the numerical rate
k_thermal = np.sqrt(2 * mass * T)
numerator = quad(lambda y: y**2 * np.exp(-y**2)
                 * (y * k_thermal / mass)**2 / (3 * T)
                 / numerical_rate(y * k_thermal), 0, 8,
                 limit=200, epsabs=0, epsrel=1e-8)[0]
denominator = quad(lambda y: y**2 * np.exp(-y**2), 0, 8)[0]
mu_direct = numerator / denominator
mu_average = prefactor(N) * inverse_G_average(c)
assert abs(mu_direct / mu_average - 1) < 1e-6

# Weight: location of its maximum and its mean
peak = minimize_scalar(lambda x: -x**3 * np.exp(-x), bounds=(0.1, 10),
                       method="bounded", options={"xatol": 1e-8}).x
mean = quad(lambda x: x**4 * np.exp(-x), 0, 80)[0] / \
    quad(lambda x: x**3 * np.exp(-x), 0, 80)[0]
assert abs(peak - 3) < 1e-5 and abs(mean - 4) < 1e-7

# Limits of the energy that reproduces the average
x_strong, x_weak = effective_x(1e-6), effective_x(1e100)
assert abs(x_strong - np.sqrt(6)) < 1e-4
assert abs(x_weak - np.exp(digamma(4))) < 0.01   # 1/log(c) remainder
ratio_strong = 1 / (G(3e-6) * inverse_G_average(1e-6))
assert abs(ratio_strong - 2 / 3) < 1e-4
c_cross = 10**brentq(lambda p: effective_x(10**p) - 3, -2, 3)
assert abs(G(3 * c_cross) * inverse_G_average(c_cross) - 1) < 1e-6

# Closed form in SI units against the atomic-unit form
mu_closed = prefactor(N) / G(b3)
eps = kappa * const.epsilon_0
kT = const.k * kelvin
N_si = density_cm3 * 1e6
b_si = (24 * mass * const.m_e * eps * kT**2
        / (const.hbar**2 * const.e**2 * N_si))
mu_si = (128 * np.sqrt(2 * np.pi) * eps**2 * kT**1.5
         / (np.sqrt(mass * const.m_e) * const.e**3 * N_si * G(b_si)))
assert abs(b_si / b3 - 1) < 1e-6
assert abs(mu_si * 1e4 / (mu_closed * mobility_au) - 1) < 1e-6


# Partial waves: positive coupling repels, negative coupling attracts
def partial_wave_sums(couplings, reach, l_max=46):
    """Sum of (l+1) sin^2(delta_l-delta_(l+1)); lengths in units 1/k."""
    g = np.asarray(couplings)
    count = len(g)
    end = 16 * reach
    phases = []
    for l in range(l_max + 1):
        start = 0.01 + 0.02 * l
        slope = (l + 1) / start + g / (l + 1) - start / (2 * l + 3)

        def radial(rho, y):
            factor = (l * (l + 1) / rho**2 - 1
                      + 2 * g * np.exp(-rho / reach) / rho)
            return np.concatenate((y[count:], factor * y[:count]))

        solution = solve_ivp(radial, (start, end),
                             np.concatenate((np.ones(count), slope)),
                             method="DOP853", rtol=1e-10, atol=1e-12)
        assert solution.success
        u, du = solution.y[:count, -1], solution.y[count:, -1]
        j, y = spherical_jn(l, end), spherical_yn(l, end)
        regular, irregular = end * j, -end * y
        d_regular = j + end * spherical_jn(l, end, derivative=True)
        d_irregular = -y - end * spherical_yn(l, end, derivative=True)
        phases.append(np.arctan2(d_regular * u - regular * du,
                                 irregular * du - d_irregular * u))
    phases = np.array(phases)
    terms = (np.arange(1, l_max + 1)[:, None]
             * np.sin(phases[:-1] - phases[1:])**2)
    total = terms.sum(axis=0)
    assert np.all(terms[-1] / total < 1e-3)
    return total


eta = mass / (kappa * k3)
weak = 0.005
couplings = np.array([weak, -weak, eta, -eta])
sums = partial_wave_sums(couplings, k3 / qs)
wave_over_born = sums / (couplings**2 * G(b3) / 2)
weak_ratio = wave_over_born[:2].mean()
assert abs(weak_ratio - 1) < 2e-3       # second-order and ODE errors

x_star = effective_x(c)
mu_four = prefactor(N) / G(4 * c)
print(f"band mass = {mass} m_e; kappa = {kappa}")
print(f"temperature = {kelvin} K; T = {T:.6e} hartree")
print(f"n = N = {density_cm3:.1e} cm^-3 = {N:.5e} bohr^-3")
print(f"inverse screening length qs = {qs:.5e} bohr^-1")
print(f"screening length = {1/qs:.2f} bohr = {bohr/qs*1e9:.3f} nm")
print(f"Fermi-Dirac T*(dn/dmu_chem)/n = {screening_ratio:.4f}")
print(f"c = 8mT/qs^2 = {c:.3f}; b at 3T = {b3:.3f}")
print(f"G at 3T = {G(b3):.4f}; G at 4T = {G(4*c):.4f}")
print(f"k at 3T = {k3:.5f} bohr^-1")
print(f"tau at 3T = {time_au/formula_rate(k3)*1e15:.2f} fs")
print(f"weight x^3 exp(-x): peak x = {peak:.4f}, mean x = {mean:.4f}")
print(f"prefactor A = {prefactor(N):.3f} a.u.")
print(f"closed-form mobility (3T) = {mu_closed:.3f} a.u.")
print(f"atomic unit of mobility = {mobility_au:.5f} cm^2/(V s)")
print(f"closed-form mobility (3T) = {mu_closed*mobility_au:.1f} cm^2/(V s)")
print(f"energy-averaged mobility = {mu_average*mobility_au:.1f} cm^2/(V s)")
print(f"direct k-space mobility = {mu_direct*mobility_au:.1f} cm^2/(V s)")
print(f"mobility with G at 4T = {mu_four*mobility_au:.1f} cm^2/(V s)")
print(f"closed/average: at 3T {mu_closed/mu_average:.4f},"
      f" at 4T {mu_four/mu_average:.4f}")
print(f"effective energy x* = E*/T = {x_star:.4f}")
print("density cm^-3 | b at 3T | closed, average cm^2/(V s) | ratio | x*")
for density in (1e15, 1e16, 1e17):
    N_i = to_au(density)
    c_i = 8 * mass * T * kappa * T / (4 * np.pi * N_i)
    closed = prefactor(N_i) / G(3 * c_i) * mobility_au
    average = prefactor(N_i) * inverse_G_average(c_i) * mobility_au
    print(f"{density:.0e} | {3*c_i:.1f} | {closed:.1f}, {average:.1f}"
          f" | {closed/average:.4f} | {effective_x(c_i):.4f}")
print(f"x* at c=1e-6: {x_strong:.4f}; sqrt(6) = {np.sqrt(6):.4f}")
print(f"x* at c=1e100: {x_weak:.4f}; exp(psi(4)) = {np.exp(digamma(4)):.4f}")
print(f"closed/average at c=1e-6: {ratio_strong:.4f}")
print(f"closed form equals average at b(3T) = {3*c_cross:.3f}")
print(f"Born parameter eta at 3T = {eta:.4f}; k/qs = {k3/qs:.3f}")
print(f"weak coupling {weak}: partial-wave/Born = {weak_ratio:.5f}")
print(f"repulsive centre at 3T: partial-wave/Born = {wave_over_born[2]:.4f}")
print(f"attractive centre at 3T: partial-wave/Born = {wave_over_born[3]:.4f}")
print("verified")
```

Output:

```
band mass = 0.1 m_e; kappa = 12.0
temperature = 300.0 K; T = 9.500435e-04 hartree
n = N = 1.0e+17 cm^-3 = 1.48185e-08 bohr^-3
inverse screening length qs = 4.04152e-03 bohr^-1
screening length = 247.43 bohr = 13.094 nm
Fermi-Dirac T*(dn/dmu_chem)/n = 0.9575
c = 8mT/qs^2 = 46.531; b at 3T = 139.594
G at 3T = 3.9530; G at 4T = 4.2371
k at 3T = 0.02388 bohr^-1
tau at 3T = 1287.99 fs
weight x^3 exp(-x): peak x = 3.0000, mean x = 4.0000
prefactor A = 1828329.578 a.u.
closed-form mobility (3T) = 462518.410 a.u.
atomic unit of mobility = 0.04254 cm^2/(V s)
closed-form mobility (3T) = 19677.3 cm^2/(V s)
energy-averaged mobility = 19274.8 cm^2/(V s)
direct k-space mobility = 19274.8 cm^2/(V s)
mobility with G at 4T = 18357.8 cm^2/(V s)
closed/average: at 3T 1.0209, at 4T 0.9524
effective energy x* = E*/T = 3.2619
density cm^-3 | b at 3T | closed, average cm^2/(V s) | ratio | x*
1e+15 | 13959.4 | 910389.4, 897419.7 | 1.0145 | 3.3943
1e+16 | 1395.9 | 124599.1, 122433.7 | 1.0177 | 3.3507
1e+17 | 139.6 | 19677.3, 19274.8 | 1.0209 | 3.2619
x* at c=1e-6: 2.4495; sqrt(6) = 2.4495
x* at c=1e100: 3.5074; exp(psi(4)) = 3.5118
closed/average at c=1e-6: 0.6667
closed form equals average at b(3T) = 9.773
Born parameter eta at 3T = 0.3490; k/qs = 5.907
weak coupling 0.005: partial-wave/Born = 0.99999
repulsive centre at 3T: partial-wave/Born = 0.8690
attractive centre at 3T: partial-wave/Born = 1.0334
verified
```
